# Averaged and spin-orbit terms of a j-dependent pseudopotential

A p electron moves in a model ion whose pseudopotential is slightly deeper for $j=1/2$ than for $j=3/2$. Its lowest levels lie at $-0.174359$ hartree ($j=1/2$, two states) and $-0.162384$ hartree ($j=3/2$, four states), so the mean over the six states is $-0.166376$ hartree. If the two potentials are first averaged with weights $2/3$ for $j=3/2$ and $1/3$ for $j=1/2$, one spin-free calculation gives $-0.166115$ hartree, which misses that mean by $0.00026$ hartree. With equal weights it gives $-0.168076$ hartree, and the miss is $0.0017$ hartree. Two things need explaining: why the unequal weights are right, and why a small difference remains even then.

## Setting and assumptions

Hartree atomic units are used, with $\hbar=1$. The electron has position $\mathbf r=r\mathbf n$ relative to the ion, orbital angular momentum $\mathbf l=-i\,\mathbf r\times\nabla$, spin $\mathbf s=\boldsymbol\sigma/2$ and total angular momentum $\mathbf j=\mathbf l+\mathbf s$.

The pseudopotential of the ion is assumed Hermitian and invariant under joint rotations of space and spin and under inversion. Rotations forbid coupling between different $j$ or $m_j$ and make the potential independent of $m_j$. A given $j$ can arise from $l=j-1/2$ and $l=j+1/2$; these have opposite parity, so inversion forbids their coupling. Within the subspace of fixed $l\ge1$ the potential is therefore

$$V=V_+P_++V_-P_-,$$

where $P_\pm$ projects on $j=l\pm1/2$. The objects $V_\pm$ act on $r$ alone. They may be functions of $r$ or Hermitian radial operators; in both cases they commute with $\mathbf l$, $\mathbf s$ and $P_\pm$.

**Theorem.** In the subspace of fixed $l\ge1$,

$$V_+P_++V_-P_-=A_l+\xi_l\,\mathbf l\cdot\mathbf s,$$

$$A_l=\frac{(l+1)V_++lV_-}{2l+1},\qquad \xi_l=\frac{2(V_+-V_-)}{2l+1},$$

and no other pair of radial objects $A_l,\xi_l$ satisfies this identity.

The theorem does not require $V_+-V_-$ to be small.

## Two lemmas and the proof

**Lemma 1.** The eigenvalue of $\mathbf l\cdot\mathbf s$ is $l/2$ for $j=l+1/2$ and $-(l+1)/2$ for $j=l-1/2$.

*Proof.* Since $\mathbf l$ and $\mathbf s$ commute, $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$, hence

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].$$

For $j=l+1/2$, $j(j+1)=(l+\frac12)(l+\frac32)=l^2+2l+\frac34$, and the bracket equals $l$. For $j=l-1/2$, $j(j+1)=(l-\frac12)(l+\frac12)=l^2-\frac14$, and the bracket equals $-l-1$. ∎

**Lemma 2.** The projectors are

$$P_+=\frac{l+1+2\,\mathbf l\cdot\mathbf s}{2l+1},\qquad P_-=\frac{l-2\,\mathbf l\cdot\mathbf s}{2l+1}.$$

*Proof.* By Lemma 1, $\mathbf l\cdot\mathbf s=\frac l2P_+-\frac{l+1}2P_-$. Adding $\frac{l+1}2(P_++P_-)=\frac{l+1}2$ removes $P_-$:

$$\mathbf l\cdot\mathbf s+\frac{l+1}2=\frac{2l+1}2P_+.$$

This gives $P_+$, and $P_-=1-P_+$ gives the other projector. ∎

*Proof of the theorem.* Insert Lemma 2 and collect the terms without and with $\mathbf l\cdot\mathbf s$:

$$V_+\frac{l+1+2\,\mathbf l\cdot\mathbf s}{2l+1}+V_-\frac{l-2\,\mathbf l\cdot\mathbf s}{2l+1}
=\frac{(l+1)V_++lV_-}{2l+1}+\frac{2(V_+-V_-)}{2l+1}\,\mathbf l\cdot\mathbf s .$$

For uniqueness, let $\delta A$ and $\delta\xi$ be the differences between two valid pairs. Acting on the two $j$ subspaces gives $\delta A+\frac l2\delta\xi=0$ and $\delta A-\frac{l+1}2\delta\xi=0$. Subtraction gives $\frac{2l+1}2\delta\xi=0$, so $\delta\xi=0$ and then $\delta A=0$. ∎

**Remark 1 (limits).** For $l=0$ there is one value, $j=1/2$. Then $A_0=V_+$, and the spin-orbit term is absent because $\mathbf l=0$. If $V_+=V_-$, then $\xi_l=0$ and the potential is spin-free. For large $l$ the two weights approach $1/2$. At fixed $V_+-V_-$ the factor $\xi_l$ then falls as $1/l$, but the eigenvalues of $\mathbf l\cdot\mathbf s$ grow as $\pm l/2$, so the difference between the two $j$ potentials stays as it was.

**Remark 2 (several channels).** The full potential is $\sum_l(A_l+\xi_l\,\mathbf l\cdot\mathbf s)P_l$, with $P_l$ the projector on orbital angular momentum $l$. It must stand on both terms, since $A_l$ and $\xi_l$ differ between channels. If a common local potential $V_{\rm loc}$ is split off, $V_\pm=V_{\rm loc}+W_\pm$, the same formulas hold for $W_\pm$: the weights in $A_l$ add up to one, and $V_{\rm loc}$ cancels in $\xi_l$. If a program expects a factor of $\mathbf l\cdot\boldsymbol\sigma$, it must be given $\xi_l/2$.

## What the average means

**Proposition 1.** $A_l$ is half the trace of the potential over spin.

*Proof.* The spin trace of $\mathbf l\cdot\mathbf s$ is $\sum_i l_i\,{\rm tr}\,s_i=0$, while that of the unit operator is 2. ∎

The weights also count states. There are $2j+1=2l+2$ states with $j=l+1/2$ and $2l$ with $j=l-1/2$, out of $4l+2$, and $(2l+2)/(4l+2)=(l+1)/(2l+1)$. The equal-weight mean differs from $A_l$. From $V_+=A_l+\frac l2\xi_l$ and $V_-=A_l-\frac{l+1}2\xi_l$,

$$\frac{V_++V_-}2=A_l-\frac{\xi_l}4,$$

so it retains a piece of the spin-orbit interaction in what should be the spin-free part.

**Proposition 2.** Let $V_\pm$ be real functions of $r$. For one electron in a real orbital $\varphi$ times a fixed spinor, the expectation value of the spin-orbit term vanishes.

*Proof.* The projected orbital $\varphi_l=P_l\varphi$ is real, because the kernel of $P_l$, given below, is real. For each component $i$, the integral

$$\int\varphi_l\,\xi_l(r)\,l_i\,\varphi_l\,d^3r=-i\int\varphi_l\,\xi_l(r)\,(\mathbf r\times\nabla)_i\varphi_l\,d^3r$$

is imaginary. It is also real, since $\xi_l l_i$ is Hermitian. Hence it is zero, whatever the spinor. ∎

For such a trial function the variational energy contains $A_l$ alone. A complex orbital behaves differently: for $l=1$, $m=1$, spin up, $\langle\mathbf l\cdot\mathbf s\rangle=1\times\frac12=0.5$.

## The form needed in Monte Carlo

Variational and diffusion Monte Carlo need the action of the potential on a trial spinor at a sampled point.

**Proposition 3.** Let $V_\pm$ be functions of $r$ alone, and let $x=\mathbf n\cdot\mathbf n'$. Then $(V\psi)(r\mathbf n)=\int K_l(\mathbf n,\mathbf n')\,\psi(r\mathbf n')\,d\Omega'$ with

$$K_l=\frac1{4\pi}\Big\{[(l+1)V_++lV_-]\,P_l(x)-i\,(V_+-V_-)\,P_l'(x)\,\boldsymbol\sigma\cdot(\mathbf n\times\mathbf n')\Big\},$$

where $P_l(x)$ is the Legendre polynomial and $P_l'$ its derivative.

*Proof.* The addition theorem gives the kernel of the projector,

$$\sum_mY_{lm}(\mathbf n)Y_{lm}^*(\mathbf n')=\frac{2l+1}{4\pi}P_l(x).$$

To apply $\mathbf l$ to its first argument, write $x=\mathbf r\cdot\mathbf n'/r$. Then $\nabla x=\mathbf n'/r-\mathbf r(\mathbf r\cdot\mathbf n')/r^3$. The second term is parallel to $\mathbf r$ and drops out of the cross product, so

$$\mathbf l\,P_l(x)=-i\,P_l'(x)\,\mathbf r\times\nabla x=-i\,P_l'(x)\,\mathbf n\times\mathbf n'.$$

The kernel of $\mathbf l\cdot\mathbf s\,P_l$ is therefore $-i\frac{2l+1}{4\pi}P_l'(x)\,\mathbf s\cdot(\mathbf n\times\mathbf n')$. Multiply the two kernels by $A_l$ and $\xi_l$ and add. The factors $2l+1$ cancel, and the 2 in $\xi_l$ cancels the $\frac12$ in $\mathbf s=\boldsymbol\sigma/2$. ∎

If the spin-summed density $\psi^\dagger\psi$ is sampled, the contribution to the local energy is $\psi^\dagger(V\psi)/\psi^\dagger\psi$, which may be complex. In diffusion Monte Carlo the nonlocal operator can be replaced by multiplication with the real part of this ratio; that localization is a further approximation, separate from the identity proved here.

## Averaging potentials and averaging energies

Let $E_+$, $E_-$ and $E_A$ be the lowest bound energies of the radial problem at fixed $l$ with the potentials $V_+$, $V_-$ and $A_l$.

**Proposition 4.** The weighted mean of the energies does not exceed $E_A$:

$$\bar E=\frac{(l+1)E_++lE_-}{2l+1}\le E_A .$$

*Proof.* Let $u$ be the normalized ground state for $A_l$, and let $T_l$ be the kinetic energy including the centrifugal term. Since $A_l$ is the weighted mean of $V_\pm$,

$$E_A=\frac{(l+1)\langle u|T_l+V_+|u\rangle+l\,\langle u|T_l+V_-|u\rangle}{2l+1}.$$

By the variational principle the two expectation values are at least $E_+$ and $E_-$. ∎

Equality would need $u$ to be the ground state for both potentials. Physically, the orbital adapts to each of the two potentials, and each adjustment lowers the energy below the expectation value taken with $u$.

The size of the gap follows from perturbation theory in $\xi_l$. With $\langle\xi\rangle=\langle u|\xi_l|u\rangle$ and the second-order sum

$$E_2=-\sum_{n\neq0}\frac{|\langle n|\xi_l|u\rangle|^2}{E_n-E_A}\le0$$

over all excited radial states of the averaged problem, with energies $E_n$ (the continuum is included, as an integral),

$$E_+\approx E_A+\frac l2\langle\xi\rangle+\frac{l^2}4E_2,\qquad
E_-\approx E_A-\frac{l+1}2\langle\xi\rangle+\frac{(l+1)^2}4E_2 .$$

In $\bar E$ the first-order terms are proportional to $(l+1)l-l(l+1)=0$. The second-order terms give

$$\bar E-E_A\approx\frac{(l+1)l^2+l(l+1)^2}{4(2l+1)}E_2=\frac{l(l+1)}4E_2 .$$

In the splitting, $l^2-(l+1)^2=-(2l+1)$, so

$$E_+-E_-\approx\frac{2l+1}2\langle\xi\rangle-\frac{2l+1}4E_2 .$$

The spin-free calculation thus reproduces the centroid to first order. The equal-weight mean has an error $-\langle\xi\rangle/4$ already at first order.

## Worked example: the levels

The opening numbers belong to $l=1$ with round model parameters. In hartree, with $r$ and $a$ in bohr, the local potential is $-{\rm erf}(r/a)/r$ with $a=1$, and the corrections are $W_\pm=C_\pm e^{-r^2/2}$ with $C_+=-1.00$ and $C_-=-1.15$. The theorem gives the strengths

$$\frac{2(-1.00)+(-1.15)}3=-1.05,\qquad\frac{2(-1.00+1.15)}3=0.10$$

for the averaged and the spin-orbit term, in hartree.

The radial equation was solved by diagonalization in 40 functions, $r^2e^{-r}$ times Laguerre polynomials, with matrix elements by Gauss–Legendre quadrature. Six decimals are kept because the differences of interest are a few $10^{-4}$ hartree. Diagonalizing the decomposed Hamiltonian in the product of this basis with the six orbital and spin states gives $-0.174359$ hartree twice and $-0.162384$ hartree four times, the levels of $V_-$ and $V_+$ with their multiplicities.

With the averaged potential alone, $E_A=-0.166115$ hartree and $\langle e^{-r^2/2}\rangle=0.077142$, so $\langle\xi\rangle=0.10\times0.077142=0.007714$ hartree. To first order,

$$E_+\approx-0.166115+0.003857=-0.162258,\qquad E_-\approx-0.166115-0.007714\approx-0.17383$$

in hartree. The first-order splitting is $\frac32\times0.007714=0.011571$ hartree. The full one is $0.011975$ hartree, or $0.326$ eV, larger by $0.00040$ hartree.

For $l=1$, second order predicts a centroid gap $E_A-\bar E=-\frac12E_2$ and an excess splitting $-\frac34E_2$, in the ratio 1.5. The computed values, $0.00026$ and $0.00040$ hartree, agree with this ratio to within a few per cent. When $\xi_l$ is reduced to one tenth at fixed $A_l$ and then halved, the gap falls by a factor 4.003 and the excess by 4.010, close to the factor 4 of a quadratic law.

The equal-weight result is explained too. Its predicted shift from $E_A$ is $-0.007714/4=-0.0019$ hartree; the computed shift is $-0.168076+0.166115=-0.0020$ hartree.

## Worked example: one Monte Carlo point

At $r=1$ bohr, $e^{-1/2}$ multiplies the strengths, giving $W_+=-0.6065$, $W_-=-0.6975$, an averaged term $-0.6369$ and $\xi_1=0.0607$ hartree. Take a trial spinor with $m_j=1/2$ and coefficients 1.0, 0.6, 0.5 and 0.3 for its normalized s$_{1/2}$, p$_{1/2}$, p$_{3/2}$ and d$_{5/2}$ parts. With components written (up, down), these parts are

$$(Y_{00},0),\quad\frac{(-Y_{10},\sqrt2\,Y_{11})}{\sqrt3},\quad\frac{(\sqrt2\,Y_{10},Y_{11})}{\sqrt3},\quad\frac{(\sqrt3\,Y_{20},\sqrt2\,Y_{21})}{\sqrt5}.$$

The angular integral is replaced by $4\pi/12$ times the sum over the 12 vertices of an icosahedron. This is exact here. The kernel has degree 1 in $\mathbf n'$ and the spinor at most degree 2, so degree 3 suffices. Odd terms cancel between opposite vertices. For the vertices $(0,\pm1,\pm g)$ and their cyclic permutations, with $g$ the golden ratio, normalized to unit length, signs and permutations give $\sum_kn_{k,a}n_{k,b}=4\delta_{ab}$; times $4\pi/12$ this is the true integral $4\pi\delta_{ab}/3$.

At polar angle 1.0 and azimuth 0.5 rad, the spinor is $(0.2893,\,-0.2571-0.1405i)$. The averaged term contributes $-0.2668$ hartree to the local energy and the spin-orbit term $+0.0045$ hartree, together $-0.2623$ hartree. Multiplying the p$_{3/2}$ part by $W_+$ and the p$_{1/2}$ part by $W_-$ directly gives the same sum.

The positive sign of the spin-orbit part is at first surprising. Averaged over the sphere with weight $\psi^\dagger\psi$, that part is

$$0.0607\times\frac{0.5^2\times\frac12-0.6^2\times1}{1.0^2+0.6^2+0.5^2+0.3^2}=-0.0084\ \text{hartree},$$

because the p$_{1/2}$ part dominates. The $l=1$ potential acts only on the p parts of the spinor, whose sum is called $\psi_{\rm p}$ here. At a single point, however, $\psi^\dagger(\mathbf l\cdot\mathbf s\,\psi_{\rm p})$ also contains products of the s and d parts with the p parts. The up component of $\mathbf l\cdot\mathbf s\,\psi_{\rm p}$ is $(0.25\sqrt2+0.6)Y_{10}/\sqrt3=0.145$ here, and it multiplies an up component of $\psi$ that comes mostly from the s wave, $Y_{00}=0.282$. This positive product outweighs the negative one from the down components. Sorted by origin, the $+0.0045$ hartree consists of $+0.0147$ from s–p, $-0.0073$ from p–p and $-0.0029$ from d–p products. Over the whole sphere the s–p and d–p products integrate to zero by orthogonality. They therefore affect the local energy at single points but not its mean over the sphere with weight $\psi^\dagger\psi$.
